\section*{Terrace-width equalisation and step pairing under one-sided attachment}

\section{Two alternating terraces}

Straight parallel steps descend towards $+x$. Atoms arrive at a uniform rate of $F$ layers per unit time, none desorb, and each one joins a step. A step that captures atoms advances towards $+x$, over its lower terrace. Let the terrace widths alternate between $L+\delta$ and $L-\delta$.

Suppose first that a step takes atoms from its lower terrace only. The step behind a wide terrace then advances at $F(L+\delta)$. The step ahead of it is fed by the next terrace, a narrow one, and advances at $F(L-\delta)$. The wide terrace changes width at the speed of the step ahead minus that of the step behind:
\begin{equation}
\dot\delta=F(L-\delta)-F(L+\delta)=-2F\delta .
\end{equation}
Now suppose that a step takes atoms from its upper terrace only. The step ahead of the wide terrace is fed by that terrace, and the step behind it by a narrow one. The two speeds change places and $\dot\delta=+2F\delta$. With $\tau=Ft$, the number of deposited layers, $\delta=\delta_0e^{\mp2\tau}$. In the second case the steps touch in pairs when $\delta=L$, at
\begin{equation}
\tau_{\rm c}=\tfrac12\ln(L/\delta_0).
\label{eq:contact}
\end{equation}

\section{Flux from a terrace to its two steps}

Step $n$ is at $x_n$, and the terrace in front of it has width $l_n=x_{n+1}-x_n$. This terrace is the lower terrace of step $n$ and the upper terrace of step $n+1$. Let $\rho$ be the adatom coverage in excess of its equilibrium value, taken equal at all steps. Assume that no islands form, that atoms do not cross a step without attaching, that steps do not repel one another, and that $\rho$ adjusts at once to the step positions. On a terrace $0<x<l$,
\begin{equation}
D\rho''+F=0,\qquad \rho(0)=d_L\rho'(0),\qquad \rho(l)=-d_U\rho'(l).
\end{equation}
The lengths $d_L$ and $d_U$ are the diffusion constant $D$ divided by the attachment rate from the lower and the upper terrace. Zero means perfect capture and infinity means none.

Let $J=D\rho'(0)$ be the flux into the step behind. Two integrations give
\begin{equation}
D\rho=d_LJ+Jx-\tfrac12Fx^2,\qquad D\rho'(l)=J-Fl .
\end{equation}
The condition at $x=l$ becomes $d_LJ+Jl-\frac12Fl^2=-d_U(J-Fl)$. Solving for $J$, and using the fact that the two fluxes add up to $Fl$,
\begin{equation}
J_{\rm behind}=\frac{Fl(l/2+d_U)}{l+d_L+d_U},\qquad
J_{\rm ahead}=\frac{Fl(l/2+d_L)}{l+d_L+d_U}.
\label{eq:split}
\end{equation}
Since $\rho$ is a coverage, a flux is directly a step speed:
\begin{equation}
v_n=J_{\rm behind}(l_n)+J_{\rm ahead}(l_{n-1}).
\label{eq:speed}
\end{equation}
For $d_U\to\infty$ this is $v_n=Fl_n$, called case (a) below. For $d_L\to\infty$ it is $v_n=Fl_{n-1}$, case (b).

An extra energy barrier $E$ for hopping down over an edge fixes $d_U$. Let the spacing of sites be $a$, and let the hop over the edge be slower than a terrace hop by $p=e^{-E/kT}$. The current leaving the last site, of coverage $\rho_M$, is proportional to $p\rho_M$. Extrapolating the terrace profile by one site, to the wall, requires $\rho_M-\rho_{\rm wall}=p\rho_M$. Thus $\rho_{\rm wall}=(1-p)\rho_M$ and $-\rho'=p\rho_M/a$, so that
\begin{equation}
d_U=a\,\frac{1-p}{p}=a\left(e^{E/kT}-1\right).
\label{eq:barrier}
\end{equation}
As a test, the steady occupation of a chain of 24 sites was solved site by site for three pairs of edge hopping rates. The share of atoms reaching the step ahead agreed with (\ref{eq:split}) to within $10^{-10}$.

\section{Any pattern of widths}

From $\dot l_n=v_{n+1}-v_n$,
\begin{equation}
\text{(a)}\ \ \frac{dl_n}{d\tau}=l_{n+1}-l_n,\qquad
\text{(b)}\ \ \frac{dl_n}{d\tau}=l_n-l_{n-1}.
\label{eq:width}
\end{equation}
Take a periodic train and put $u_n=l_n-L$. In case (a),
\begin{align}
\frac{d}{d\tau}\sum_n u_n^2&=2\sum_n u_nu_{n+1}-2\sum_n u_n^2\nonumber\\
&=-\sum_n(u_{n+1}-u_n)^2,
\label{eq:square}
\end{align}
because $\sum u_{n+1}^2=\sum u_n^2$ on a ring. The same steps give $+\sum(u_n-u_{n-1})^2$ in case (b). The right-hand side vanishes only if all widths are equal. Within this model the total squared deviation therefore falls in (a) and rises in (b), for any other pattern. In (b) this holds until the first contact, after which a separate rule for double steps is needed.

A pattern $u_n\propto e^{in\phi}$ has the growth rate per layer
\begin{align}
\text{(a)}\quad e^{i\phi}-1&=-(1-\cos\phi)+i\sin\phi,\\
\text{(b)}\quad 1-e^{-i\phi}&=+(1-\cos\phi)+i\sin\phi .
\end{align}
The real part is largest in size at $\phi=\pi$, where it is $\mp2$. This is the alternating pattern of the first section, and its dominance in (b) is what favours pairs. The slowest pattern on a ring of $N$ terraces has the rate $1-\cos(2\pi/N)\approx2\pi^2/N^2$, so long-wave disorder outlasts short-wave disorder in (a).

Equations (\ref{eq:width}) also have explicit solutions. Let $T$ shift the index, $(Tl)_n=l_{n+1}$. Expanding $e^{\tau(T-1)}$ and $e^{\tau(1-T^{-1})}$ in powers of the shift gives
\begin{align}
\text{(a)}\quad l_n(\tau)&=\sum_{k\ge0}e^{-\tau}\frac{\tau^k}{k!}\,l_{n+k}(0),
\label{eq:poisson}\\
\text{(b)}\quad l_n(\tau)&=\sum_{k\ge0}e^{\tau}\frac{(-\tau)^k}{k!}\,l_{n-k}(0).
\end{align}
In (a) the weights are positive and sum to one. Each width is an average of initial widths, it stays between the initial extremes, and no steps meet. In (b) the weights alternate in sign. A terrace that has shrunk to $l_n=0$ still has $dl_n/d\tau=-l_{n-1}$, so contact comes at a finite speed.

\section{Random initial widths}

Let the initial widths of an infinite train be uncorrelated, with variance $\sigma^2$. In (a), the squares of the weights in (\ref{eq:poisson}) give the variance, and products of successive weights give the covariance of neighbours:
\begin{align}
\langle u_n^2\rangle&=\sigma^2e^{-2\tau}\sum_k\frac{\tau^{2k}}{(k!)^2}=\sigma^2e^{-2\tau}I_0(2\tau),\\
\langle u_nu_{n+1}\rangle&=\sigma^2e^{-2\tau}\sum_k\frac{\tau^{2k+1}}{k!(k+1)!}=\sigma^2e^{-2\tau}I_1(2\tau),
\end{align}
where $I_0$ and $I_1$ are modified Bessel functions. In (b) the prefactor is $e^{2\tau}$, and the covariance changes sign because successive weights have opposite signs. The neighbour correlation is thus $\pm I_1(2\tau)/I_0(2\tau)$.

At large $\tau$, $e^{-2\tau}I_0(2\tau)\approx(4\pi\tau)^{-1/2}$, so the rms deviation in (a) falls only as $\tau^{-1/4}$. It is reduced to 0.56 of its initial value after 1 layer, 0.30 after 10 and 0.17 after 100. The neighbour correlation after 10 layers is $+0.97$: what remains is a slow variation along the train. In (b), after 1 layer, the rms deviation has grown by a factor of 4.1 and the correlation is $-0.70$, so wide terraces stand beside narrow ones. These figures for (b) require initial deviations small enough that contacts are still negligible.

\section{Attachment from both sides}

With finite $d_L$ and $d_U$, linearise (\ref{eq:speed}) about $l=L$. Let $\alpha$ and $\beta$ be the derivatives of $J_{\rm behind}/F$ and $J_{\rm ahead}/F$ with respect to $l$. Then
\begin{equation}
\frac{du_n}{d\tau}=\alpha(u_{n+1}-u_n)+\beta(u_n-u_{n-1}),
\end{equation}
and the real part of the growth rate is $-(\alpha-\beta)(1-\cos\phi)$. The difference of the two fluxes is $Fl(d_U-d_L)/(l+d_L+d_U)$. Its derivative at $l=L$, divided by $F$, is
\begin{equation}
S=\alpha-\beta=\frac{d_U^2-d_L^2}{(L+d_L+d_U)^2}.
\label{eq:S}
\end{equation}
Small deviations decay if $d_U>d_L$ and grow if $d_U<d_L$. At $d_U=d_L$ they do neither at this order. One-sided attachment is the limit $S=\pm1$.

\section{Corrections to the one-sided laws}

\subsection{Adatoms stored on the terraces}

Let $P=FL^2/D$ and measure lengths in $L$. In both one-sided cases a terrace holds $m=Pl^3/3$ adatoms, up to terms of order $P^2$, so $dm/d\tau\approx P\,dl/d\tau$ near $l=1$. This amount is withheld from the step. In case (a) the speed per layer is $l_n-P\,dl_n/d\tau$, and for the alternating pattern
\begin{equation}
\frac{d\delta}{d\tau}=-2\left(\delta-P\frac{d\delta}{d\tau}\right)
\;\Rightarrow\;\frac{d\delta}{d\tau}=-\frac{2\delta}{1-2P}.
\end{equation}
In case (b) the sign in front of the bracket is positive, and the rate is $2/(1+2P)$. Both are correct to first order in $P$. A simulation of diffusion between moving steps, without the quasi-static assumption, gave $-2.0839$ and $1.9233$ per layer at $P=0.02$, with a numerical error of about $2\times10^{-4}$ (the exact linear rates are $-2.0839$ and $1.9235$); the formulas give $-2.0833$ and $1.9231$. The same simulation at $P=0.001$, with one attachment length $0.5L$ and the other zero, reproduced the rates $\mp2S=\mp0.222$ to within 0.01 per layer.

\subsection{Shot noise}

Let steps stay straight over a length $W$, and let $A$ be the area of a site. An atom advances a step by $A/W$, and $LW/A$ atoms land on a mean terrace per layer. Relative to $L$, the random part of the advance has variance $g=A/(LW)$ per layer. In (a), the noise in $l_n$ is that of step $n+1$ minus that of step $n$, so a pattern of phase $\phi$ has the mean square amplitude $C$ with
\begin{equation}
\frac{dC}{d\tau}=-2(1-\cos\phi)C+|e^{i\phi}-1|^2g=2(1-\cos\phi)(g-C).
\end{equation}
Every non-uniform pattern settles at $C=g$. Equalisation stops at a relative rms width deviation of $\sqrt{A/(LW)}$. Random deposition on 2000 rings of 8 terraces, with $g=10^{-3}$, gave 1.03 times the variance expected after removal of the uniform pattern, $(1-1/8)g$.

\subsection{Meandering}

The equalising asymmetry acts differently on the shape of the steps. In case (a), displace all steps in phase by $\varepsilon\cos qy$ and write $\rho=\rho_0+\varepsilon\rho_1(x)\cos qy$, with $D\rho_0=F(Lx-x^2/2)$ and $\rho_1''=q^2\rho_1$. To first order in $\varepsilon$, capture at the displaced step behind gives $\rho_1(0)=-\rho_0'(0)=-FL/D$. Zero flux into the step ahead gives $\rho_1'(L)=-\rho_0''(L)=F/D$. With $Q=qL$ and $\rho_1=\rho_1(0)\cosh qx+B\sinh qx$, the second condition yields
\begin{equation}
DqB=\frac{F(1+Q\sinh Q)}{\cosh Q}.
\end{equation}
The speed changes by $D[\rho_0''(0)+\rho_1'(0)]=-F+DqB$ per unit displacement. The growth rate per layer is therefore
\begin{equation}
\omega=\frac{1+Q\sinh Q}{\cosh Q}-1\approx\tfrac12Q^2\quad(Q\ll1).
\label{eq:meander}
\end{equation}
It is positive: a bulge reaches into the terrace that feeds it. In (b) the feeding terrace lies behind the step, a forward bulge moves away from it, and reflection of the geometry gives $-\omega$. Two-dimensional solutions at $Q=0.5$, 1 and 2 agreed with both signs to within $10^{-4}$. Line stiffness, which opposes bending, is left out of (\ref{eq:meander}). The equalisation in (a) thus concerns the spacing of steps that remain nearly straight.

\section{Example: silver on vicinal Ag(111)}

The inputs are chosen model values, roughly those of silver: atom spacing 0.289 nm, miscut $1^\circ$, 300 K, 0.01 layer/s, attempt rate $10^{12}$ s$^{-1}$, hopping barrier 0.10 eV and extra edge barrier 0.13 eV. The step height is 0.236 nm, so $L=0.236/\tan1^\circ=13.5$ nm. One layer takes 100 s. With $kT=0.02585$ eV, (\ref{eq:barrier}) gives
\begin{equation}
d_U=0.289\left(e^{0.13/0.02585}-1\right)\ {\rm nm}\approx44\ {\rm nm}=3.24\,L .
\end{equation}
Capture from the lower terrace is taken as perfect, $d_L=0$, and $S=(3.24/4.24)^2=0.58$. Here $a$ is set to the atom spacing, as in a simple chain. For close-packed steps on the triangular lattice, the spacing across the step is that of the rows, $0.250$ nm. This gives $d_U\approx38$ nm, $S=0.54$ and finite-barrier times about 7\,\% longer than those below.

Start from an alternating mis-spacing of 10\,\%. For ideal attachment from below, it falls to 1\,\% after $\frac12\ln10=1.15$ layers, or 115 s. For ideal attachment from above, (\ref{eq:contact}) gives the same time for the steps to touch. With the finite barrier, the linear estimate for both events is $\ln10/(2S)=1.97$ layers. Integration of the full flux law gives 1.97 layers (197 s) for the decay. With the barrier moved to the lower side and all else fixed, contact comes at 1.95 layers (195 s). This reversed case is a model comparison, not a statement about silver.

A random train of 40 terraces with an initial rms deviation of $0.21L$ was followed in both ideal limits. With attachment from above, the first contact came after 0.61 layer, when the rms deviation was $0.45L$. The terraces behind and ahead of the contact were then $1.9L$ and $1.7L$ wide: two steps had met between two wide terraces. This is one sample; over many such trains the first contact mostly falls between 0.5 and 0.85 layer, and both neighbours are wider than $L$ in nearly nine cases out of ten. With attachment from below, the rms deviation at the same moment was $0.14L$.

The finite barrier is a large correction, since it lowers the ideal rate by 42\,\%, and it is sensitive to $E$. From (\ref{eq:S}) with $d_L=0$, $\Delta S/S\approx2(\Delta E/kT)/(1+d_U/L)$, so an error of 0.01 eV in the barrier shifts $S$ by about 18\,\%. The assumption of straight steps also needs a check. At a wavelength of 100 nm, $Q=0.85$ and $\omega=0.31$ per layer for ideal attachment without stiffness, against a decay rate of 2 for the alternating pattern in the same limit. At this wavelength meandering is slower than the removal of pairs, but faster than the decay of long-wave spacing disorder. Shorter waves grow faster, since (\ref{eq:meander}) tends to $Q-1$ at large $Q$; without stiffness, and for ideal attachment, they overtake the removal of pairs near $Q=2.9$, a wavelength of 29 nm. With the finite barrier of the example, where the pair rate is $2S=1.17$, the crossing moves to $Q=2.2$, or 38 nm. At a rate of 2 per layer a wave grows by a factor $e^4\approx55$ in two layers, as long as the linear law holds. The straight steps assumed here therefore require that short waves be suppressed. Thermal exchange through the terraces, estimated below, is too weak to do this for an adatom formation energy of 0.7 eV. It grows by a factor of about 50 for each 0.1 eV by which that energy is lower, and near 0.55 eV it would suppress the short waves for an assumed kink energy of about 0.1 eV. Diffusion of atoms along the steps may do it, but its rate is not estimated here.

Some other neglected effects can be estimated from the same inputs. With $D=4.4\times10^8$ nm$^2$/s, $P=4.2\times10^{-9}$ and storage is negligible. For islands, the one-sided profile has a mean square coverage $\frac{2}{15}P^2$. If two adatoms meeting form a stable nucleus, with a rough capture number of 3, the number of nuclei per area $L^2$ and layer is $3\cdot\frac{2}{15}PL^4/A^2=0.011$, with $A=0.0723$ nm$^2$. On a 100 nm length of terrace this is about 0.08 per layer, or 0.05 with the finite barrier, so islands are uncommon but not absent on a terrace of mean width. For the one-sided profile the number grows as $l^5$, to about 2 per layer at $l=1.9L$, so the assumption of no islands fails on the wide terraces found near contact. For $W=100$ nm the shot-noise floor for ideal attachment is $0.7\,\%$ of $L$. With the finite barrier the decay is slower by the factor $S$ while the noise of each step is unchanged, so $C=g/S$ and the floor is about 1\,\%, as large as the target above. The decay times given above therefore describe the mean pattern, without noise. The target is also a continuum figure: 1\,\% of $L$ is 0.135 nm, about half an atomic row, and has meaning only as an average along the step. Thermal kinks in equilibrium, for an assumed kink energy of 0.10 to 0.12 eV, would vary the local width by 3 to 4\,\% of $L$ along 100 nm. Thermal exchange of atoms between steps, for a chemical potential difference of order $kT$ and a rough adatom formation energy of 0.7 eV, is about $4\times10^{-4}$ of the deposition flux. With a rough desorption energy of 2.2 eV, desorption is negligible.

\section{Use in a calculation}

Store the widths on a ring and advance them with (\ref{eq:split}) and (\ref{eq:speed}), in units of layers. In case (a) an explicit step $h$ in $\tau$ replaces $l_n$ by $(1-h)l_n+hl_{n+1}$. This remains an average for $0<h\le1$. The alternating pattern is multiplied by $1-2h$, so $h<\frac12$ is needed for it to decay without changing sign. If shot noise is added, $|1+h(e^{i\phi}-1)|^2=1-2h(1-h)(1-\cos\phi)$, and the stationary variance becomes $g/(1-h)$, which is 1\,\% too large at $h=0.01$. In case (b), locate the first zero of any width and stop there, or merge the two steps by a stated rule; a negative width has no physical meaning. The numerical output below lists the values used in the example.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, Ag on Ag(111))
atom spacing 0.289 nm, miscut 1.0 deg, T 300.0 K
flux 0.01 layer/s, attempt rate 1e+12 1/s
hop barrier 0.1 eV, extra edge barrier 0.13 eV
desorption 2.2 eV, adatom formation 0.7 eV
capture number 3.0, coherent step length 100.0 nm
DERIVED
kT = 0.02585 eV
step height = 0.2360 nm, site area = 0.0723 nm^2
mean terrace width L = 13.52 nm
time per layer = 100 s
diffusion constant D = 4.363e+08 nm^2/s
attachment length d of edge barrier = 43.85 nm, d/L = 3.244
asymmetry factor S = 0.5842 (1 = ideal one-sided)
ALTERNATING 10 % MIS-SPACING
ideal, lower only: to 1 % in 1.1513 layers = 115.1 s
ideal, upper only: steps touch at 1.1513 layers = 115.1 s
finite barrier, upper side: to 1 % in 1.9704 layers = 197.0 s
finite barrier, lower side: touch at 1.9471 layers = 194.7 s
UNCORRELATED WIDTHS, INFINITE TRAIN (ideal)
lower only, 1 layers: rms factor 0.5554, neighbour corr. +0.6978
lower only, 10 layers: rms factor 0.2996, neighbour corr. +0.9747
lower only, 100 layers: rms factor 0.1680, neighbour corr. +0.9975
upper only, 0.5 layers: rms factor 1.8551, neighbour corr. -0.4464
upper only, 1.0 layers: rms factor 4.1041, neighbour corr. -0.6978
RANDOM TRAIN OF 40 TERRACES (ideal)
initial rms = 0.2080 L, narrowest 0.5382 L
upper only: first contact at 0.6119 layers, rms 0.4487 L
terrace behind the contact 1.9111 L, ahead 1.7164 L
lower only at the same time: rms 0.1364 L
CHECKS OF THE QUASI-STATIC LIMIT AND NOISE
P = 0.02: simulated pair rate, lower only -2.0839, formula -2.0833 per layer
P = 0.02: simulated pair rate, upper only 1.9233, formula 1.9231 per layer
random deposition: variance / formula = 1.033
NEGLECTED EFFECTS IN THE EXAMPLE
meander, wavelength 100 nm: qL = 0.8494, rate +0.3098 per layer (no stiffness)
storage parameter P = 4.19e-09
nuclei per area L x L per layer = 1.07e-02
shot-noise floor of width = 0.73 % of L
adatom lifetime = 1.40e-07 s, desorbed fraction = 1.5e-32
thermal exchange / deposition, D rho_eq/(F L^2) = 4.2e-04
\end{verbatim}
